\section*{Why Finitely Smooth Smearing Gives Algebraic k-Point Convergence}

\section{Two smooth curves, two kinds of convergence}

In a metal the occupation drops from one to zero across the Fermi surface, and a sum over a mesh of wavevectors resolves this drop poorly. Smearing spreads it over an energy width $\sigma$. If $\sigma$ is held fixed and the mesh refined, the integral of the smeared function should then converge quickly.

How quickly depends on more than the visible shape of the curve. Take free electrons in a cubic cell and count them with $N$ mesh points per direction. With Gaussian smearing the error at $N=20$ is about $2.5\times10^{-9}$ electrons per cell in magnitude, and at $N=40$ it has reached the rounding level. The Gaussian spline defined below stays within 0.004 of a Gaussian step of width $0.82\sigma$, so the two kinds of curve are hard to tell apart when plotted. Yet the spline's error is $1.1\times10^{-5}$ at $N=20$ and still $2.7\times10^{-7}$ at $N=40$. Near $N=20$ only part of the difference comes from the smaller effective width. At $N=20$ a Gaussian step of width $0.82\sigma$ has error $6.0\times10^{-7}$, far above that of Gaussian smearing but still about 18 times below the spline's. Over $N=18$--$22$ the root-mean-square errors are about $7\times10^{-8}$ for Gaussian smearing, $6\times10^{-7}$ for the narrower Gaussian step and $2\times10^{-5}$ for the spline. At $N=40$ the width no longer matters, because the narrower Gaussian step is also at the rounding level. The spline's error that remains at $N=40$ comes from one point of the spline, where a high derivative jumps.

\section{The model and the first jumps}

Let $\varepsilon(\mathbf k)=ck^2$ with $c=\hbar^2/2m$, in $d$ dimensions and with cell length $a$. There is no crystal potential and no interaction, so the error studied is purely that of integration. Write
\begin{equation}
F(\mathbf k)=f(x),\qquad x=\frac{\varepsilon(\mathbf k)-\mu}{\sigma},
\end{equation}
with $\mu$ and $\sigma$ fixed. The bands are labelled by reciprocal-lattice vectors. Adding these to the mesh points of one zone gives a single lattice of spacing $h=2\pi/(aN)$ filling all $\mathbf k$ space. With two spins, the electron number per cell on the mesh and its converged value are
\begin{equation}
n_N=\frac{2}{N^d}\sum_{\mathbf j\in\mathbb Z^d}F(h\mathbf j),\qquad
n=2\Big(\frac{a}{2\pi}\Big)^d\int F\,d^dk .
\end{equation}
Folded bands have kinks where they cross, but the sum over bands has none. In a general crystal the corresponding object is the trace of $f$ applied to the Bloch Hamiltonian.

Let $p$ be the order of the lowest derivative of $f$ that jumps, $x_j$ the knots where it does so, and $J_j$ the value on the right minus that on the left.

For $x>0$ the Gaussian spline is $g(x)=\tfrac12e^{-x^2-\sqrt2x}$; for $x<0$ it is $1-g(-x)$. Set $u=2x+\sqrt2$, so that $g'=-ug$ and $du/dx=2$. If $g^{(n)}=P_n(u)g$, then $P_{n+1}=2P_n'-uP_n$, which gives
\begin{align}
P_2&=u^2-2, & P_3&=6u-u^3,\\
P_4&=u^4-12u^2+12, & P_6&=u^6-30u^4+180u^2-120 .
\end{align}
At the knot $u^2=2$ and $g=\tfrac12$. Odd derivatives agree on the two sides by symmetry, while even ones have opposite signs and are continuous only if they vanish. The second does vanish; this is what the constant $\sqrt2$ achieves. The fourth is $\tfrac12(4-24+12)=-4$ on the right and $+4$ on the left. Hence $p=4$ and $J=-8$.

Compact polynomial steps have $-f'\propto(1-x^2)^r$ on $[-1,1]$ and are constant outside. Since $f'$ vanishes as the $r$th power of the distance from each end, $p=r+1$. For the cubic step, $f=\tfrac12-\tfrac34x+\tfrac14x^3$ and $f''=\tfrac32x$, so $p=2$ and $J=-\tfrac32$ at both ends. For the quintic step, $f'=-\tfrac{15}{16}(1-x^2)^2$ and $f'''=\tfrac{15}{4}(1-3x^2)$, so $p=3$, with $J=-\tfrac{15}2$ at $x=-1$ and $+\tfrac{15}2$ at $x=1$.

\section{The mesh samples Fourier integrals}

Displace the mesh by $h\mathbf s$ and consider $S(\mathbf s)=h^d\sum_{\mathbf j}F(h(\mathbf j+\mathbf s))$. It has period one in each component of $\mathbf s$. In its Fourier coefficients the cell integrals join into one integral over all space:
\begin{equation}
\int_{[0,1]^d}S(\mathbf s)e^{-2\pi i\mathbf m\cdot\mathbf s}d^ds
=\int F(\mathbf k)e^{-i\mathbf R\cdot\mathbf k}d^dk\equiv A(\mathbf R),
\quad \mathbf R=\frac{2\pi\mathbf m}{h}=aN\mathbf m .
\end{equation}
The term $\mathbf m=0$ is the desired integral. Setting $\mathbf s=0$ and using $N^{-d}=(ha/2\pi)^d$,
\begin{equation}
n_N-n=2\Big(\frac{a}{2\pi}\Big)^d\sum_{\mathbf m\neq0}A(aN\mathbf m).
\label{eq:poisson}
\end{equation}
Refining the mesh pushes every $\mathbf R$ outward. The convergence law is therefore the decay law of $A(\mathbf R)$.

\section{What a jump does in one dimension}

Suppose first that $F$ is analytic near the real axis. For $R>0$, move the integration path down to $\operatorname{Im}k=-b$. The factor $e^{-iRk}$ then has magnitude $e^{-Rb}$, and the integral is exponentially small in $R$.

Now let $F$ consist of two analytic pieces, $F_L$ and $F_R$, joined at $k_0$. Each piece can be moved down, but both paths must still reach the real axis at $k_0$. The left path climbs from $k_0-ib$ to $k_0$ and the right path descends again. On this vertical segment the difference $F_R-F_L\simeq D(k-k_0)^p/p!$ survives, where $D=[F^{(p)}]$ is the jump of the $p$th $k$ derivative. With $k=k_0-iy$ and $dk=-i\,dy$,
\begin{equation}
A\simeq De^{-iRk_0}\frac{(-i)^{p+1}}{p!}\int_0^\infty y^pe^{-Ry}dy
=\frac{De^{-iRk_0}}{(iR)^{p+1}} .
\label{eq:jump}
\end{equation}
Extending the upper limit from $b$ to infinity costs an exponentially small amount. Higher powers of $k-k_0$ give higher powers of $1/R$. Several knots add, and repeated integration by parts gives the same result.

To find $D$, put $v=d\varepsilon/dk$ at the knot. Near it $x-x_j\simeq v(k-k_0)/\sigma$. If $v>0$, increasing $k$ crosses the knot in the direction of increasing $x$; if $v<0$, right and left are exchanged. Thus
\begin{equation}
D=\operatorname{sgn}(v)\,J\,(v/\sigma)^p .
\end{equation}
Since $R\propto N$, the one-dimensional error falls as $N^{-(p+1)}$.

\section{Curvature adds to the power}

In $d$ dimensions the derivative jumps on the whole surface $\varepsilon=\mu+\sigma x_j$. Assume that this surface is closed, convex, curved, symmetric under inversion and free of critical points of the band, with energy rising outward.

Where the surface normal is not parallel to $\mathbf R$, the phase $\mathbf R\cdot\mathbf k$ varies along the surface. There $F$ is smooth in the tangential directions, so integration by parts along the surface can be repeated and leaves no power law. A smooth partition of the integrand isolates the remaining points, $\pm\mathbf k_0$, whose normals lie along $\pm\mathbf R$.

Near $\mathbf k_0$, integrate first along $\mathbf R$. Equation~(\ref{eq:jump}) applies to each such line, with $D=J(v/\sigma)^p$ and $v=|\nabla\varepsilon|$. The crossing point moves with the transverse displacement $\boldsymbol\kappa$ as $k_\parallel=\hat{\mathbf R}\cdot\mathbf k_0-\tfrac12\boldsymbol\kappa^{T}C\boldsymbol\kappa$, where $C$ is the curvature matrix and $K=\det C$. The transverse integral is Gaussian:
\begin{equation}
\int e^{iR\boldsymbol\kappa^{T}C\boldsymbol\kappa/2}d^{d-1}\kappa
=\Big(\frac{2\pi}{R}\Big)^{(d-1)/2}\frac{e^{i\pi(d-1)/4}}{\sqrt K}.
\end{equation}
The point $-\mathbf k_0$ gives the complex conjugate. Adding the two,
\begin{equation}
A\simeq\frac{2J(v/\sigma)^p}{R^{p+1}\sqrt K}
\Big(\frac{2\pi}{R}\Big)^{\!\frac{d-1}2}
\cos\!\Big[\mathbf R\cdot\mathbf k_0+\frac{(p+1)\pi}2-\frac{(d-1)\pi}4\Big],
\label{eq:main}
\end{equation}
with $K=1$ for $d=1$. The envelope of the mesh error is therefore
\begin{equation}
|n_N-n|\sim N^{-\left(p+\frac{d+1}{2}\right)} .
\label{eq:power}
\end{equation}
The powers are $p+1$, $p+\tfrac32$ and $p+2$ in one, two and three dimensions. Physically, a plane wave of short wavelength is in phase with a curved surface over a patch of width of order $R^{-1/2}$ in each transverse direction, and the rest cancels.

The sum over $\mathbf m$ in Eq.~(\ref{eq:poisson}) converges absolutely if $p+(d+1)/2>d$, that is $p>(d-1)/2$. All three functions satisfy this for $d\le3$. A linear ramp, $p=1$, is marginal in three dimensions and is not covered by this argument.

Equation~(\ref{eq:power}) changes if its assumptions fail. On a flat piece of surface with normal along a mesh vector there is no transverse cancellation, and the power can drop to $p+1$. This is the case when the energy depends on one component of $\mathbf k$ along a mesh axis. At a band edge or saddle point $v=0$ and the local expansion is invalid. A weight that vanishes at the knot, such as $\varepsilon-\mu$ at the spline's knot, raises the order of that jump.

\section{The free-electron numbers}

Take $a=4$~\AA, $\mu=7$~eV and $\sigma=1$~eV. At $\varepsilon=\mu$ the wavevector is $q=1.3555$~\AA$^{-1}$ and $v=2cq=10.33$~eV~\AA. A sphere has $K=q^{-(d-1)}$, so for the spline in three dimensions
\begin{equation}
A\simeq4\pi qJ\Big(\frac v\sigma\Big)^4\frac{\cos qR}{R^6},
\end{equation}
because the constant phase is $5\pi/2-\pi/2=2\pi$.

At $N=40$ the six shortest mesh vectors have $R=160$~\AA. The factor $4\pi q|J|(v/\sigma)^4$ is $17.03\times8\times1.138\times10^4=1.55\times10^6$~\AA$^3$, and $R^6=1.68\times10^{13}$~\AA$^6$. Their ratio is $9.2\times10^{-8}$~\AA$^{-3}$. Multiplying by $2(a/2\pi)^3=0.516$~\AA$^3$ and by six gives $2.9\times10^{-7}$. The cosine is close to $-1$ and $J$ is negative, so this shell contributes about $+2.8\times10^{-7}$ electrons. With the longer mesh vectors included, the asymptotic formula gives $2.54\times10^{-7}$; the direct sum gives $2.66\times10^{-7}$.

The difference, 5\% of the predicted value, has the size of the neglected terms, of which two matter here. From $P_6=8-120+360-120=128$, the sixth derivative of the spline jumps by $128$, while the fifth is continuous. For a locally linear band the next term relative to the leading one is
\begin{equation}
\frac{128}{-8}\,\frac{(v/\sigma)^2}{(iR)^2}=16\Big(\frac{v}{\sigma R}\Big)^2 ,
\label{eq:onset}
\end{equation}
which is 7\% at $R=160$~\AA. The curvature of the band adds a term of lower order in $1/R$. In three dimensions the radial integrand is $kF$ (see the section on analytic smearing). With $\delta=k-q$, $x=(v\delta/\sigma)(1+\delta/2q)$ and $kx^4=q(v\delta/\sigma)^4(1+3\delta/q+\dots)$. By Eq.~(\ref{eq:jump}) the $\delta^5$ term is $5\cdot3/(iqR)$ times the leading one, so $\cos qR$ becomes $\cos qR-(15/qR)\sin qR$. The amplitude $15/qR$ is also 7\% at $R=160$~\AA, but there $\sin qR\approx-0.10$ and the term changes the first shell by less than 1\%; summed over all mesh vectors it lowers the prediction by about 2\%. Keeping the jumps of $kF$ through sixth order gives $2.65\times10^{-7}$, against the direct $2.66\times10^{-7}$. At $R=840$~\AA\ it is 1.3\%, against 0.2\% from Eq.~(\ref{eq:onset}), and is the larger correction. Equation~(\ref{eq:onset}) says that the power law needs $R\gg4v/\sigma\approx41$~\AA, or $N\gg10$. Below that, a table of errors does not reveal the final power. At $N=160$ the formula and the direct sum, $-6.61\times10^{-11}$ and $-6.56\times10^{-11}$, differ by less than 1\%.

Individual meshes can also mislead because the terms oscillate. The cubic step has error $4.8\times10^{-6}$ at $N=20$ but $2.5\times10^{-5}$ at $N=40$. It has two knot surfaces, and their contributions and those of different mesh vectors combine with phases that change with $N$. The power must be read from an envelope. Multiply each error by $N$ to the predicted power, so that the meshes in a window weigh alike, and take root-mean-square values over $80\le N<120$ and $160\le N<240$. The base-two logarithm of the second value divided by the first is the predicted power minus the measured one. The measured powers are, in three dimensions, 3.88, 5.04 and 6.02 for the cubic step, quintic step and spline; Eq.~(\ref{eq:power}) predicts 4, 5 and 6. In one dimension the values are 3.02, 3.97 and 5.01 against 3, 4 and 5, and the two-dimensional ones lie within 0.04 of 3.5, 4.5 and 5.5. The largest deviation, 3.88 against 4, is an effect of the finite windows: the leading asymptotic formula, evaluated on the same meshes, also gives 3.88, and doubling $N$ in both windows brings the measured power to 3.97.

A sharper test compares the full asymptotic formula with the direct errors for $N=200$--$220$, in all three dimensions. Relative to the largest predicted error in each set, the greatest mismatch is about 1\% for the cubic step and the spline, and 4--5\% for the quintic step. The quintic step has the larger next term: $f''''=-\tfrac{45}2x$ jumps by $\tfrac{45}2$ at $x=1$, three times the leading jump. The relative correction is $3v/(\sigma R)\approx4\%$ at $R=840$~\AA, with $v\approx11$~eV~\AA\ at that knot; in three dimensions the curvature of the band adds $10/(qR)\approx0.8\%$, with $q$ the wavevector of that knot.

\section{Analytic smearing in the same model}

The Fermi--Dirac function $f=1/(e^x+1)$ has no jump but has poles at $x=\pm i\pi,\pm3i\pi,\dots$ The contour can be moved until it meets the nearest pole in the $k$ plane, where $ck^2=\mu+i\pi\sigma$. Let $\kappa=|\operatorname{Im}k|$ there. Since $|k|^2=\sqrt{\mu^2+\pi^2\sigma^2}/c$ and $\operatorname{Re}k^2=\mu/c$,
\begin{equation}
\kappa^2=\frac{|k|^2-\operatorname{Re}k^2}{2}
=\frac{\sqrt{\mu^2+\pi^2\sigma^2}-\mu}{2c}.
\end{equation}
This gives $\kappa=0.297$~\AA$^{-1}$; the narrow-width limit $\pi\sigma/v$ would give 0.304. The error contains $e^{-\kappa aN}$ with $\kappa a=1.19$, so each unit of $N$ reduces the exponential factor to about 0.30 of its previous value. In three dimensions the angular integral leaves
\begin{equation}
A=\frac{4\pi}{R}\int_0^\infty kF\sin(kR)\,dk
=\frac{2\pi}{iR}\int_{-\infty}^{\infty}kF\,e^{ikR}\,dk ,
\end{equation}
because $kF$ is odd; the same pole therefore sets the rate.

Gaussian smearing, $f=\tfrac12\operatorname{erfc}x$, has no poles at all. Moving the path by $b$ gains $e^{-Rb}$, while for a locally linear band the function near the Fermi surface grows as $e^{(vb/\sigma)^2}$. The exponent $-Rb+(vb/\sigma)^2$ is least at $b=R\sigma^2/2v^2$, where it equals $-(R\sigma/2v)^2$. This estimate is $-15$ at $N=20$ and $-60$ at $N=40$. The curvature of the band weakens the decay when the path moves far from the axis: with the full parabolic $x(k)$, the real part of $-x^2-iRk$ at its stationary point is $-13.5$ and $-46$. Either value at $N=40$ is consistent with an error that has vanished into rounding. The spline is made of Gaussian pieces, but its knot supplies the vertical path of Eq.~(\ref{eq:jump}), and that contribution decays as a power.

Fast mesh convergence is not small smearing bias. The sharp step in this model holds $\tfrac{8\pi}{3}(qa/2\pi)^3\approx5.383$ electrons per cell. At equal $\sigma$ the converged Fermi--Dirac count is 5.522, the spline's 5.397 and the cubic step's 5.391. These offsets do not shrink with $N$ at fixed $\mu$ and $\sigma$.

\section{A lattice band and a displaced mesh}

A tight-binding chain shows that the result does not depend on a parabolic band. Let $k$ be dimensionless, $\varepsilon=-2t\cos k$, and use the mesh $k=h(j+s)$ with $h=2\pi/N$. The displacement multiplies harmonic $m$ by $e^{2\pi ims}$. With $R=mN$, Eq.~(\ref{eq:jump}) gives an error per spin
\begin{equation}
E=\frac1{2\pi}\sum_iD_i\sum_{m\ne0}
\frac{e^{2\pi im(s-k_i/h)}}{(imN)^{p+1}} .
\end{equation}
The inner sum is a Bernoulli polynomial. These satisfy $B_1(x)=x-\tfrac12$ and $B_n'=nB_{n-1}$, with zero mean on $[0,1]$. Integration by parts gives $B_1$ the Fourier coefficients $-1/(2\pi im)$. Each further order multiplies them by $n/(2\pi im)$, so $B_n$ has coefficients $-n!/(2\pi im)^n$. Therefore
\begin{equation}
E=-\frac{h^{p+1}}{2\pi(p+1)!}\sum_iD_i\,
B_{p+1}\big(\{s-k_i/h\}\big),
\end{equation}
where braces denote the fractional part. Displacing the mesh changes the phase and may cancel the leading term for a particular $N$; for a generic filling it does not change the envelope power. A symmetry can make an exception. At half filling, $\mu=0$, the shift $s=\tfrac14$ gives a mesh that maps onto itself under $k\to\pi-k$ (odd $N$) or $k\to k+\pi$ (even $N$). Both reverse the sign of $\varepsilon$, and since $f(x)+f(-x)=1$ the error in the electron number vanishes for every $N$.

For $t=1$~eV, $\mu=-0.6$~eV and $\sigma=0.4$~eV, this formula was tested on meshes of 400--409 points with five displacements each. The largest mismatches, relative to the largest predicted error, are 1.1\%, 3.0\% and 0.8\% for the cubic step, quintic step and spline. The curvature factor was tested separately on a square-lattice band, through Fourier coefficients along one axis, with a mismatch of 0.8\%.

\section{Energies and the choice of width}

The grand potential is a sum of $\sigma\Phi(x)$ with $\Phi'=f$ and $\Phi\to0$ as $x\to\infty$. Its first jump comes one derivative later, so its error gains one power of $1/N$. At fixed electron number $n$, let $\mu_N$ be the chemical potential on the mesh and $\Delta\mu=\mu_N-\mu$. The function $G_N(\mu)=\Omega_N(\mu)+\mu n$ satisfies $\partial G_N/\partial\mu=n-n_N(\mu)$, which vanishes at $\mu_N$. Its second derivative is $-\chi$, where $\chi=\partial n_N/\partial\mu>0$. Expanding $G_N(\mu)$ about $\mu_N$ gives the free-energy error
\begin{equation}
G_N(\mu_N)-G(\mu)\simeq\delta\Omega(\mu)+\tfrac12\chi(\Delta\mu)^2,
\qquad \Delta\mu\simeq-\frac{\delta n}{\chi}.
\end{equation}
Here $\delta\Omega$ and $\delta n$ are mesh errors at the converged $\mu$. The quadratic term falls with twice the power of $\delta n$ and is negligible, so the free energy keeps the extra power while $\mu_N$ does not. For the cubic step in three dimensions the measured powers are 4.99 for both energies and 3.88 for $\mu_N$; the predictions are 5 and 4.

For the spline, whose knot stays at $\varepsilon=\mu$, the width enters the leading error as $\sigma^{-p}$. The knots of the compact steps move with $\sigma$, which changes their phases and velocities, so for them this factor holds only approximately and only for the envelope. Halving $\sigma$ multiplies the spline's tail by 16 and, where Eq.~(\ref{eq:onset}) is the main correction, roughly doubles the $N$ at which the tail is established. Keeping the tail amplitude constant requires
\begin{equation}
N\propto\sigma^{-p/[p+(d+1)/2]},
\end{equation}
or $\sigma^{-2/3}$ for the spline in three dimensions, provided that $aN\gg4v/\sigma$ still holds. If instead $\sigma$ is reduced as $1/N$, the leading term falls as $N^{-(d+1)/2}$ whatever the value of $p$: the extra smoothness no longer improves the power. The numerical output below lists the three-dimensional errors on five meshes and the powers measured over the two windows of $N$ defined above.

\section*{Table of computed values}
\begin{verbatim}
FREE ELECTRONS, CUBIC CELL
a = 4.0 angstrom, mu = 7.0 eV, sigma = 1.0 eV
hbar^2/2m = 3.8100 eV angstrom^2
q at mu = 1.3555 1/angstrom, v = 10.329 eV angstrom
First jumps: knot x, order p, jump J
  cubic     -1.0   2   -1.500
  cubic      1.0   2   -1.500
  quintic   -1.0   3   -7.500
  quintic    1.0   3    7.500
  spline     0.0   4   -8.000
Measured power (expected) for d = 1, 2, 3
  cubic    3.02 (3.0)  3.46 (3.5)  3.88 (4.0)
  quintic  3.97 (4.0)  4.47 (4.5)  5.04 (5.0)
  spline   5.01 (5.0)  5.52 (5.5)  6.02 (6.0)
Largest formula mismatch / largest error, N = 200-220
  cubic    1.27 %  1.06 %  1.16 %
  quintic  4.14 %  5.12 %  3.95 %
  spline   1.07 %  1.04 %  1.13 %
  spline, d = 3, sigma = 1.5 eV: 1.20 %
Exact electrons per cell, d = 3
  cubic    5.39120966
  quintic  5.38885358
  spline   5.39717064
  gaussian 5.40360400
  fermi    5.52151929
Error in electrons per cell, d = 3
   N   cubic    quintic  spline   gaussian fermi
  10  3.5e-03  6.6e-03  1.6e-03  2.0e-04 -2.7e-06
  20  4.8e-06  1.1e-04  1.1e-05 -2.5e-09  9.4e-12
  40  2.5e-05 -5.2e-07  2.7e-07 -1.8e-15  3.7e-14
  80  5.3e-07 -8.1e-08 -3.5e-09 -8.9e-16  3.7e-14
 160 -3.7e-08 -1.7e-09 -6.6e-11  0.0e+00  3.8e-14
Spline error predicted from its jump, d = 3
  N =  40: 2.536e-07  direct 2.661e-07
  N =  80: -3.475e-09  direct -3.525e-09
  N = 160: -6.607e-11  direct -6.560e-11
Fermi pole: kappa = 0.2971 1/angstrom, kappa*a = 1.188
  pole formula mismatch, d = 1: 4.4e-05
Cubic step, d = 3: measured power (expected)
  grand potential, fixed mu: 4.99 (5)
  free energy, fixed number: 4.99 (5)
  mu, fixed number: 3.88 (4)
CHAIN: t = 1.0 eV, mu = -0.6 eV, sigma = 0.4 eV
  cubic    Bernoulli mismatch 1.08 %
  quintic  Bernoulli mismatch 2.96 %
  spline   Bernoulli mismatch 0.83 %
SQUARE BAND: t = 1.0, mu = -2.0, sigma = 0.5 eV
  spline curvature-formula mismatch 0.78 %
\end{verbatim}
